# Oxygen chemical potential at the boundary between coverages 1/4 and 1/2

## Question

I am working on the onset of oxidation of a metal surface. There are two ordered oxygen phases, with coverages 1/4 and 1/2 (O atoms per adsorption site). Their average adsorption energies are −2.0 and −1.6 eV per O atom, measured from the clean surface plus half an O₂ molecule.

I need the oxygen chemical potential at which the first phase gives way to the second. My first idea was −1.6 eV, because above that value the half-covered phase gains energy by taking oxygen from the gas. My second idea was −1.8 eV, halfway between the two energies. I can't justify either. Which energy belongs in the comparison, and what oxygen pressure does the answer correspond to?

## Answer

**Compare whole surfaces, not single atoms**

The two phases hold different numbers of atoms on the same area, so energies per atom can't be compared directly. The surface exchanges oxygen with a gas, and the quantity to minimize is the grand potential per site.

Let $\theta_i$ be the coverage of phase $i$ and $E_i$ its average adsorption energy per O atom. Let $\Delta\mu$ be the chemical potential of an O atom, counted from half an O₂ molecule in its ground state. I take the $E_i$ from the same zero, with zero-point energies included, and neglect the thermal free energy of the adsorbed layer for now. Forming the layer changes the energy per site by $\theta_iE_i$, and the gas gives up $\theta_i$ atoms worth $\Delta\mu$ each:

$$\omega_i=\theta_iE_i-\theta_i\Delta\mu=\theta_i(E_i-\Delta\mu),\qquad \omega_{\rm clean}=0 .$$

At the boundary $\omega_1=\omega_2$:

$$\theta_1E_1-\theta_1\Delta\mu=\theta_2E_2-\theta_2\Delta\mu .$$

Collecting the terms in $\Delta\mu$ on the left gives $(\theta_2-\theta_1)\Delta\mu=\theta_2E_2-\theta_1E_1$, so

$$\Delta\mu^*=\frac{\theta_2E_2-\theta_1E_1}{\theta_2-\theta_1}
=\frac{-0.80-(-0.50)}{0.25}\ \text{eV}=-1.2\ \text{eV},$$

or −0.0441 hartree. Both phases then have $\omega=-0.20$ eV per site, below the clean surface. Since $\partial\omega_i/\partial\Delta\mu=-\theta_i$, the denser phase falls faster and wins above $\Delta\mu^*$.

The numerator is the energy change on going from one phase to the other, and the denominator is the number of atoms added. The added atoms are thus worth −1.2 eV each on average. This is weaker than −1.6 eV because that value averages them with the first atoms, worth −2.0 eV each. The two energies alone don't say why the added atoms are worth less: they may weaken the binding of the atoms already there, as in the model below, or sit on poorer sites.

**What your −1.6 eV means**

Setting $\omega_i=0$ gives $\Delta\mu=E_i$. So −1.6 eV is where the half phase starts to beat the *clean* surface, but by then the quarter phase is already lower. Your −1.8 eV averages two energies per atom and marks no crossing: there the half phase has $\omega_2=0.5\,(-1.6+1.8)=+0.10$ eV per site, above even the clean surface. To see the order in general, subtract each $E_i$ from the boundary value:

$$\Delta\mu^*-E_1=\frac{\theta_2(E_2-E_1)}{\theta_2-\theta_1},\qquad
\Delta\mu^*-E_2=\frac{\theta_1(E_2-E_1)}{\theta_2-\theta_1}.$$

If $E_2>E_1$ (net repulsion), then $E_1<E_2<\Delta\mu^*$. With only these two phases available, the surface is clean below −2.0 eV, quarter-covered from −2.0 to −1.2 eV, and half-covered above that.

If $E_2<E_1$ (net attraction), the order is reversed. The quarter phase beats the clean surface only above $E_1$, where the half phase is already lower. It is skipped, and the surface goes from clean to half-covered at $E_2$.

**A microscopic model with these energies**

Take a square lattice of sites with energy −2.0 eV per atom, a repulsion $V_2=0.2$ eV between diagonal neighbours and a repulsion $V_1=0.6$ eV between nearest neighbours. In the quarter phase, atoms sit two lattice spacings apart along both axes and don't interact, so $E_1=-2.0$ eV. Sliding a whole row of these atoms sideways by one spacing also costs nothing, so the model reproduces the energy of the quarter phase but doesn't select its order. That would take interactions of longer range. The half phase is a checkerboard. Each atom has four diagonal neighbours, and each pair is shared by two atoms, so

$$E_2=-2.0+\tfrac{4}{2}V_2=-1.6\ \text{eV}.$$

An atom added at the centre of a square of the quarter phase meets four diagonal neighbours. It pays for all four pairs in full: $-2.0+4V_2=-1.2$ eV. This is the boundary value.

Could another arrangement do better? Look at all 2×2 blocks of a periodic lattice; there is one block per site. Each atom belongs to four blocks, each nearest-neighbour pair to two, and each diagonal pair to one. A block therefore carries $V_1/2$ per nearest-neighbour pair and $V_2$ per diagonal pair. With $n$ atoms in the block, its energy is:

- $n=0$ or $1$: zero;
- $n=2$: $V_2$ or $V_1/2$;
- $n=3$: $V_1+V_2$;
- $n=4$: $2V_1+2V_2$.

If $V_1\ge2V_2\ge0$, each of these is at least $V_2(n-1)$. Summing over blocks, where $n$ averages $4\theta$, bounds the energy per site, in eV:

$$u(\theta)\ \ge\ -2.0\,\theta+V_2(4\theta-1)=-1.2\,\theta-0.2 .$$

This straight line passes through both phases (−0.5 at 1/4 and −0.8 at 1/2). No arrangement lies below it, so the direct boundary holds in this model at zero temperature. An enumeration of every configuration of a 4×4 periodic lattice, minimizing $E-\mu N$ without using the boundary formula, puts the jump at −1.2000 eV.

**When another phase intervenes**

Two data points can't rule out a third phase in a real system. A phase with $\theta=1/3$ would appear if it lay below −0.2 eV per site at the boundary:

$$\tfrac13(E_3+1.2)<-0.2\quad\Longrightarrow\quad E_3<-1.8\ \text{eV}.$$

This matters if you interpolate. A straight line through your two average energies is $E(\theta)=-2.4+1.6\,\theta$, which gives −1.87 eV at 1/3, low enough to intervene. If every coverage were available with this energy, minimizing $\theta E(\theta)-\theta\Delta\mu$ would give

$$\Delta\mu=\frac{d(\theta E)}{d\theta}=-2.4+3.2\,\theta .$$

The coverage would then rise continuously from 1/4 at −1.6 eV to 1/2 at −0.8 eV, with −1.2 eV at the midpoint. A direct jump at zero temperature requires that no other phase, at any coverage, has an energy per site $\theta E$ below the straight line through the two phases.

**Conversion to pressure**

For an ideal gas, the chemical potential per molecule is $-kT\ln(q/N)$, where $q$ is the partition function of one molecule and $N$ the number of molecules. An atom gets half of this. With volume per molecule $kT/p$,

$$\Delta\mu(T,p)=-\frac{kT}{2}\ln\!\left[3\,\frac{kT}{p\lambda^3}\,\frac{kT}{2B}\,\frac{1}{1-e^{-h\nu/kT}}\right].$$

Here 3 counts the electronic spin states and $\lambda=h/\sqrt{2\pi m_{\rm O_2}kT}$ is the thermal wavelength. The rotational levels are $BJ(J+1)$; only odd $J$ occur for two identical ¹⁶O nuclei, which halves the classical value $kT/B$. The last factor is the vibration, without its zero-point energy. I used a bond length of 0.121 nm and a wavenumber of 1580 cm⁻¹.

Pressure enters as $+\tfrac12kT\ln p$, so relative to a reference pressure $p_0$

$$p^*=p_0\exp\!\left[\frac{2\,(\Delta\mu^*-\Delta\mu(T,p_0))}{kT}\right].$$

At 800 K, $kT=0.0689$ eV, and at 1 Torr $\Delta\mu=-1.079$ eV. The exponent is $2(-1.200+1.079)/0.0689\approx-3.5$, so $p^*\approx0.03$ Torr. The clean/quarter crossing at −2.0 eV corresponds to only about $2\times10^{-12}$ Torr. Both pressures are zero-temperature crossings converted with the 800 K gas formula. In the lattice model, well-separated atoms don't interact, so at 800 K the first quarter layer fills gradually over several decades of pressure and does not appear at one value. If the pressure is instead held at $10^{-6}$ Torr, the boundary lies at 629 K, with the half phase on the cold side.

**Is this the onset of oxidation?**

It is the onset of the denser adsorbed layer. Bulk oxide is a separate competitor. Let $h_f$ be its formation energy per O atom, with metal atoms supplied by the bulk. A thick film containing $M$ oxygen atoms contributes $M(h_f-\Delta\mu)$, which falls without limit as the film grows once $\Delta\mu>h_f$. If thermal contributions of the solids are neglected, the half phase therefore has an equilibrium window only if $h_f>-1.2$ eV. At nonzero temperature, vibrations of the layer and the oxide can shift this limit somewhat.

For a chosen $h_f=-1.0$ eV, the window at 800 K runs from 0.03 to about 10 Torr in the same approximation. If $h_f$ lies well below −1.2 eV, the half phase can be seen only while oxide formation is kinetically blocked.

**How far to trust the number**

*Input errors.* The formula gives $\partial\Delta\mu^*/\partial E_2=\theta_2/(\theta_2-\theta_1)=2$ and $\partial\Delta\mu^*/\partial E_1=-1$. Changing $E_2$ from −1.6 to −1.5 eV, with $E_1$ fixed, moves the boundary to −1.0 eV.

*Vibrations.* Adsorbed atoms have thermal free energies $F_i$, so $E_i\to E_i+F_i$ and the boundary shifts by $2F_2-F_1$. Three modes of roughly 50 meV per atom give $F=-0.137$ eV at 800 K. If both phases have these modes, the boundary moves to −1.34 eV and its pressure drops to about $6\times10^{-4}$ Torr, some fifty times lower. If the modes of the half phase soften to 40 meV, the values are −1.40 eV and $8\times10^{-5}$ Torr. At $10^{-6}$ Torr, equal 50 meV modes raise the boundary temperature from 629 to 676 K. If your energies omit zero-point motion, add about 0.03 eV to the boundary for equal 50 meV modes; with the half phase softened to 40 meV this correction nearly cancels.

*Disorder.* I also solved the lattice model on an infinitely long strip eight sites wide. At 800 K its coverage is 0.28, 0.35 and 0.48 at $\Delta\mu=-1.4$, −1.2 and −1.0 eV. The zero-temperature step has become a gradual rise, and the coverage at −1.2 eV is somewhat below the midpoint 0.375. The width of this rise is specific to the model. The bound above is an equality for every arrangement whose 2×2 blocks all hold one atom or two diagonal atoms, so all of these cost the same at −1.2 eV. Partial filling of the centres of the quarter phase is one such family, and taken alone it would give exactly 0.375, but it is not the only one. Further interactions in a real layer would change it. Going from width six to eight changes these coverages by less than 0.004. A strip of finite width can't show a sharp transition at nonzero temperature, so this measures the rounding of the coverage curve but doesn't decide whether an infinite plane has a transition. Where the checkerboard order sets in at 800 K need not be −1.2 eV: the entropy of the disordered layer can shift that point, and the pressure depends on it exponentially.

**Comparison with real surfaces**

Your two energies don't identify a particular metal. One assumption that fails on a real surface is the rigid layer: with the rough modes above, vibrations move the 800 K boundary by 0.14 to 0.20 eV. The oxide condition can matter more. Forming NiO releases roughly 2.5 eV per O atom. With an oxide that stable and your adsorption energies, even the quarter phase would be metastable. So −1.2 eV is the boundary between your two adsorbed phases, and it marks an equilibrium change of the surface only if no other phase, including bulk oxide, is lower there. The computed values are collected in the numerical output below.

## Table of computed values

```
coverages of the two phases: 0.25, 0.50 per site
average adsorption energies: -2.00, -1.60 eV per O
adsorption energy per site: -0.500, -0.800 eV
boundary quarter/half, formula: -1.2000 eV
same in atomic units: -0.04410 hartree
boundary quarter/half, enumeration: -1.2000 eV
crossing clean/quarter: -2.000 eV
crossing clean/half: -1.600 eV
grand potential at boundary, quarter: -0.200 eV per site
grand potential at boundary, half: -0.200 eV per site
lattice model v1, v2: 0.60, 0.20 eV
half-phase energy raised to: -1.50 eV per O
boundary then (enumeration): -1.000 eV
tie-line average energy at coverage 1/3: -1.800 eV per O
O2 inputs: mass of O 16.0 u, bond 0.121 nm, vibration 1580 1/cm
temperature of use: 800 K, kT = 0.0689 eV
gas chemical potential at 1 Torr, 800 K: -1.079 eV
boundary pressure quarter/half at 800 K: 2.98e-02 Torr
boundary pressure clean/quarter at 800 K: 2.48e-12 Torr
low pressure chosen: 1e-06 Torr
boundary temperature at low pressure: 629 K
chosen oxide formation energy: -1.00 eV per O
oxide onset pressure at 800 K: 9.87e+00 Torr
thermal vibration, 50 meV modes, 800 K: -0.137 eV per O
thermal vibration, 40 meV modes, 800 K: -0.170 eV per O
boundary with 50 meV modes in both phases: -1.337 eV
its pressure at 800 K: 5.62e-04 Torr
boundary with half phase softened to 40 meV: -1.402 eV
its pressure at 800 K: 8.39e-05 Torr
boundary temperature at low pressure, 50 meV modes: 676 K
shift if zero-point energies were left out: 0.026 eV
strip coverage at 800 K, mu = -1.4 eV: 0.277
strip coverage at 800 K, mu = -1.2 eV: 0.352
strip coverage at 800 K, mu = -1.0 eV: 0.477
largest change from strip width 6 to 8: 0.0034
```
